# Why Thermal Expansion Alone Cannot Explain Every Semiconductor Gap Shift

## The decision

Suppose the band gap of a semiconductor has been calculated with the atoms at rest, and its value at 300 K is wanted. The cheap choice is to repeat the calculation at the thermally expanded volume. The costly choice adds the effect of atomic vibrations on the electronic levels. The cheap choice suffices only if the vibrations, including their zero-point motion, hardly shift the gap at fixed volume.

Write the gap as $E_g(V,T)$. At constant pressure $P$ the volume is itself a function of temperature, so the chain rule gives

$$\left(\frac{\partial E_g}{\partial T}\right)_P=\left(\frac{\partial E_g}{\partial T}\right)_V+\left(\frac{\partial E_g}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P .$$

The volume expansion coefficient $\alpha$ is defined by $(\partial V/\partial T)_P=\alpha V$, and the isothermal bulk modulus by $B=-V(\partial P/\partial V)_T$. Hence $(\partial E_g/\partial V)_T=-(B/V)(\partial E_g/\partial P)_T$, and

$$\left(\frac{\partial E_g}{\partial T}\right)_P=\left(\frac{\partial E_g}{\partial T}\right)_V-\alpha B\left(\frac{\partial E_g}{\partial P}\right)_T .\tag{1}$$

The last term is the expansion contribution. Nothing in thermodynamics makes the first term vanish. A model with a quadratic coupling shows how it arises and what sets its size.

## Contribution 1: vibrations at fixed volume

### The model

Take $M$ independent harmonic oscillators of energy $\hbar\omega$, with dimensionless coordinates and momenta obeying $[q_i,p_i]=i$:

$$H_0=\sum_{i=1}^{M}\tfrac12\hbar\omega\,(p_i^2+q_i^2).$$

A real displacement $x_i$ with effective mass $\mu$ is related to $q_i$ by $q_i^2=\mu\omega x_i^2/\hbar$. Creating one electron-hole pair adds

$$G=E_0+\frac1M\sum_i(a\,q_i+c\,q_i^2),$$

where $E_0$ is the static gap. The factor $1/M$ says that one pair, spread over a large crystal, barely alters each mode. The sum over all modes is nevertheless finite.

### Where the quadratic term comes from

Put the valence edge at zero and leave it unaffected. Let a frozen displacement $q$ mix the conduction edge with a level higher by $\Delta$, through a matrix element $sq$, and let it also shift the edge directly by $dq^2$:

$$\begin{pmatrix}E_0+dq^2&sq\\ sq&E_0+\Delta\end{pmatrix}.$$

The lower eigenvalue is

$$E=E_0+\tfrac12(\Delta+dq^2)-\tfrac12\sqrt{(\Delta-dq^2)^2+4s^2q^2}.$$

To order $q^2$ the root is $\Delta-dq^2+2s^2q^2/\Delta$. Therefore

$$E\simeq E_0+\left(d-\frac{s^2}{\Delta}\right)q^2,\qquad c=d-\frac{s^2}{\Delta}.$$

Level repulsion depends on the square of the mixing, so displacements $q$ and $-q$ lower the edge equally. They do not cancel in an average.

The worked example uses round parameters for no particular material: $E_0=1$ eV, $\Delta=2$ eV, $s=0.4$ eV and $d=30$ meV. Repulsion contributes $-0.4^2/2$ eV $=-80$ meV, so $c=30-80=-50$ meV. The sign is a property of these parameters. Coupling to a level below the conduction edge, or a larger $d$, pushes the other way.

With $M$ modes, let each mix the edge with its own higher state, with matrix element $sq_i/\sqrt M$. Second-order repulsion then gives $-\sum_i s^2q_i^2/(M\Delta)$, without cross terms between modes, which is the form assumed in $G$.

### The thermal average

In the number state $\nu$, write $q=(b+b^\dagger)/\sqrt2$, where $b$ lowers $\nu$ by one. The mean of $q$ vanishes because $b$ and $b^\dagger$ change $\nu$. In $q^2$ only $bb^\dagger$ and $b^\dagger b$ have diagonal elements, so

$$\langle\nu|q^2|\nu\rangle=\tfrac12[(\nu+1)+\nu]=\nu+\tfrac12 .$$

Averaging $\nu$ with Boltzmann weights gives

$$\langle q\rangle=0,\qquad \langle q^2\rangle=n+\tfrac12,\qquad n=\frac{1}{e^{\hbar\omega/kT}-1}.$$

The atoms keep their mean positions and the crystal keeps its volume, yet the mean gap is

$$\langle G\rangle=E_0+c\,(n+\tfrac12).\tag{2}$$

For $\hbar\omega=50$ meV at 300 K, $kT=25.85$ meV, $n=0.169$ and the shift from the static gap is $-50\times0.669=-33.4$ meV.

### The same result as a free energy

The thermodynamic gap at fixed volume is the isothermal work needed to create a pair, here without the pair's own configurational entropy. It includes the response of the lattice to the pair, which the average in (2) ignores. With the pair present, each mode has

$$H_i'=\tfrac12\hbar\omega p^2+\tfrac12\kappa q^2+\frac aM q,\qquad \kappa=\hbar\omega+\frac{2c}{M}.$$

Completing the square gives

$$\tfrac12\kappa q^2+\frac aMq=\tfrac12\kappa\left(q+\frac{a}{M\kappa}\right)^2-\frac{a^2}{2M^2\kappa}.$$

The shift of origin leaves the spectrum unchanged. Rescaling the shifted coordinate by $\lambda$ and the momentum by $1/\lambda$, with $\lambda^4=\hbar\omega/\kappa$, makes both quadratic coefficients equal to $\frac12\sqrt{\hbar\omega\kappa}$. The new quantum is therefore

$$\hbar\omega'=\hbar\omega\sqrt{1+\frac{2c}{M\hbar\omega}} .$$

An oscillator has partition function $\sum_\nu e^{-\hbar\omega(\nu+1/2)/kT}=1/[2\sinh(\hbar\omega/2kT)]$ and free energy $kT\ln[2\sinh(\hbar\omega/2kT)]$. Adding the change for all $M$ modes,

$$\Delta F=E_0+MkT\ln\frac{\sinh(\hbar\omega'/2kT)}{\sinh(\hbar\omega/2kT)}-\frac{a^2}{2M(\hbar\omega+2c/M)}.\tag{3}$$

For large $M$, $\hbar\omega'-\hbar\omega\simeq c/M$. The derivative of the oscillator free energy with respect to $\hbar\omega$ is $\frac12\coth(\hbar\omega/2kT)=n+\frac12$. The logarithmic term thus tends to $M(c/M)(n+\frac12)$, while the last term vanishes as $1/M$. The work tends to (2).

Direct diagonalization at 300 K, with $a=100$ meV, gives $\Delta F-E_0=-48.98$, $-34.74$, $-33.58$ and $-33.46$ meV for $M=10$, 100, 1000 and 10000. The limit is $-33.45$ meV. At $M=100$ the linear coupling contributes $-1.02$ meV at both 100 K and 600 K: it relaxes the lattice but gives no temperature dependence. With negative $c$ the model also requires $\kappa>0$, or $M>2|c|/\hbar\omega=2$; otherwise the pair makes the oscillators unstable.

### Cold and hot limits

As $T\to0$, $n\to0$ and the shift tends to $c/2=-25$ meV. This zero-point shift means that a static calculation does not give the 0 K gap.

At high temperature put $y=\hbar\omega/kT$. Expanding the Bose function,

$$n+\tfrac12=\frac1y+\frac y{12}+\cdots,\qquad \langle G\rangle\simeq E_0+\frac{ck}{\hbar\omega}T .$$

The slope is $-0.086$ meV/K. Extended back to $T=0$, this straight line reaches the static gap $E_0$, not the true 0 K gap.

The distinction matters when the vibrations are sampled classically. At 300 K the classical mean square is $kT/\hbar\omega=25.85/50=0.517$ instead of 0.669. The classical shift from the static gap is then $-25.9$ meV, too small in magnitude. As a change from 0 K, however, it is too large: the classical lattice starts at rest, whereas the quantum change is $cn=-8.45$ meV.

## Contribution 2: thermal expansion

Let $\varepsilon=\ln(V/V_0)$, where $V_0$ is the cell volume of the static lattice, without zero-point motion. Take $m$ modes per cell, all with $\omega=\omega_0e^{-\gamma\varepsilon}$, where $\gamma$ is the Grüneisen parameter. With a quadratic elastic energy the free energy per cell is

$$F=\tfrac12B_0V_0\varepsilon^2+m\,kT\ln\left[2\sinh\frac{\hbar\omega}{2kT}\right].$$

Since $dV=V\,d\varepsilon$ and $\partial(\hbar\omega)/\partial\varepsilon=-\gamma\hbar\omega$,

$$P=-\frac1V\frac{\partial F}{\partial\varepsilon}=\frac{m\gamma\hbar\omega(n+\frac12)-B_0V_0\varepsilon}{V}.$$

Zero pressure therefore requires

$$B_0V_0\,\varepsilon=m\gamma\hbar\omega\,(n+\tfrac12).\tag{4}$$

Vibrations push the crystal outward because a larger volume lowers their frequencies. Let the static gap vary as $E_0+D\varepsilon$, with $D$ the volume deformation potential. If $\omega$ is replaced by $\omega_0$ on the right of (4), the expansion shift from 0 K is

$$D\,[\varepsilon(T)-\varepsilon(0)]\simeq\frac{D\gamma m\hbar\omega_0}{B_0V_0}\,n .$$

Choose $m=6$, $V_0=40$ Å$^3$, $B_0=100$ GPa and $\gamma=1$. Then $B_0V_0=24.97$ eV and $m\gamma\hbar\omega_0=0.300$ eV. Their ratio, 0.0120, multiplied by $n=0.169$, gives a strain of $2.03\times10^{-3}$ between 0 and 300 K. Solving (4) with the volume-dependent frequency gives $2.04\times10^{-3}$. For $D=-2$ eV the expansion shift is $-4.08$ meV; for $D=+2$ eV it is $+4.08$ meV.

## Contribution 3: the cross term

Expansion also changes the vibrations that act on the gap. Let the coupling to the real displacement be $Kx^2$, with $K$ independent of volume. Since $x^2=\hbar q^2/(\mu\omega)$, the coefficient of $q^2$ is proportional to $1/\omega$ and grows as $e^{\gamma\varepsilon}$. The vibrational part of the gap becomes

$$v(\varepsilon,T)=c\,e^{\gamma\varepsilon}\,[n(\omega,T)+\tfrac12],$$

where $c$ now denotes the value at $V_0$. With $\varepsilon_0=\varepsilon(0)$, adding and subtracting $v(\varepsilon_0,T)$ separates the shift from 0 K into three parts:

$$\Delta E_g=\underbrace{v(\varepsilon_0,T)-v(\varepsilon_0,0)}_{\text{fixed volume}}+\underbrace{D(\varepsilon-\varepsilon_0)}_{\text{expansion}}+\underbrace{v(\varepsilon,T)-v(\varepsilon_0,T)}_{\text{cross}} .$$

The cross term needs both coupling and expansion. At 300 K it is $-0.11$ meV.

## Weighing the contributions

All shifts below are measured from 0 K, in meV.

| $T$ (K) | Fixed volume | Expansion, $D=\mp2$ eV | Total, $D=-2$ eV | Total, $D=+2$ eV |
|---:|---:|---:|---:|---:|
| 100 | −0.16 | ∓0.07 | −0.23 | −0.08 |
| 300 | −8.62 | ∓4.08 | −12.80 | −4.65 |
| 600 | −31.14 | ∓14.76 | −46.69 | −17.16 |

The totals include the cross term. For $D=-2$ eV both mechanisms close the gap, and the fixed-volume part is about twice the expansion part. For $D=+2$ eV expansion opens the gap while the total shift closes it. A calculation that only changed the lattice constant would predict the wrong sign.

The fixed-volume value of $-8.62$ meV is slightly larger in magnitude than $cn=-8.45$ meV because the volume is held at its 0 K value, where zero-point motion has already produced $\varepsilon_0=0.00597$. This raises the coupling by 0.6%. From $dn/dy=-n(n+1)$, the lower frequency raises $n$ by the fraction $y(n+1)\gamma\varepsilon_0=1.4\%$. Together these account for the 2% difference.

### The curve does not name its cause

To leading order the total shift is

$$\Delta E_g\simeq\left[c+\frac{D\gamma m\hbar\omega_0}{B_0V_0}\right]n .\tag{5}$$

For $D=-2$ eV the bracket is $-50-24=-74$ meV. Both terms multiply the same function of temperature. In the full solution the ratio of expansion to fixed-volume shift is 0.472 at 100 K and 0.474 at 600 K. In this one-frequency model a good fit to the gap curve therefore cannot identify the mechanism.

If the whole 300 K shift were nevertheless assigned to expansion, dividing $-12.80$ meV by the strain $2.04\times10^{-3}$ would give an apparent deformation potential of $-6.3$ eV, although the true value is $-2$ eV. In the other case the apparent value is $-2.3$ eV instead of $+2$ eV.

Equation (5) also describes a cancellation. The bracket vanishes at

$$D=-\frac{cB_0V_0}{\gamma m\hbar\omega_0}=\frac{0.050\times24.97}{0.300}\ \text{eV}\simeq4.2\ \text{eV}.$$

A nearly constant gap can thus hide two substantial opposing effects. Conversely, if $d=s^2/\Delta$, then $c=0$ and expansion accounts for the shift within the quadratic model.

### What separates them

Equation (1) resolves the ambiguity with independently obtainable quantities. At 300 K the example has $\alpha=15.3\times10^{-6}$ K$^{-1}$ and $B=99.5$ GPa. For $D=-2$ eV, $(\partial E_g/\partial P)_T=20.6$ meV/GPa, and

$$-\alpha B\left(\frac{\partial E_g}{\partial P}\right)_T=-(15.3\times10^{-6})(99.5)(20.6)=-0.031\ \text{meV/K}.$$

The constant-pressure slope is $-0.096$ meV/K. Subtracting the expansion term leaves $-0.065$ meV/K at constant volume. For $D=+2$ eV the constant-pressure slope is $-0.035$ meV/K and the expansion term is $+0.030$ meV/K, which leaves the same $-0.065$ meV/K.

The expansion term in (1) also contains the volume dependence of the vibrational part $v$, because $(\partial E_g/\partial P)_T=-(D+\partial v/\partial\varepsilon)/B$. This is why the two pressure coefficients, $20.6$ and $-19.6$ meV/GPa, are not exact opposites.

## Carrying the result into a calculation

Static calculations at two volumes give $D$. For the vibrational part, freeze in a mode with both signs of displacement:

$$\frac{G(q_i)+G(-q_i)}2-G(0)=\frac cM q_i^2 .$$

The linear term drops out provided both band edges are nondegenerate. A degenerate edge, such as the valence top of diamond- or zincblende-structure crystals, is split linearly by a zone-centre optical displacement. Its highest level then rises for both signs of $q_i$ and leaves a term proportional to $|q_i|$, so the split levels must be averaged before the difference is taken. In a real crystal this must be done for the whole phonon spectrum. If mode $j$ has its own coefficient $c_j/M$, the average in (2) becomes $E_0+M^{-1}\sum_jc_j(n_j+\frac12)$. Expansion weights the modes by $\gamma_j\hbar\omega_j$ instead, so the two contributions need not keep the same temperature shape.

Several conditions limit the model.

- **Small displacements.** Let $Q$ be the mean of $q_i^2$ over the modes. Eliminating the higher states from the frozen many-mode problem gives the edge shift $\delta=dQ-s^2Q/(\Delta-\delta)$. For negative $\delta$ the denominator exceeds $\Delta$, which weakens the repulsion. At 300 K the frozen lattice gives $-32.6$ meV, against $-33.4$ meV from the quadratic law, a difference of 2.6% relative to the latter.
- **Adiabatic electrons.** The derivation of $c$ requires $\Delta\gg\hbar\omega$. At 0 K the edge reaches the higher state only by creating a phonon, so the energy denominator is $\Delta+\hbar\omega$ rather than $\Delta$. To second order in $s$, the static law then overstates the repulsion by the fraction $\hbar\omega/\Delta$: 2.5% here, but 100% if $\Delta=\hbar\omega$. The model has only one distant level. A real band edge also couples to states of its own band, for which $\Delta$ has no lower bound, so the error can be much larger than the distance to other bands suggests. In polar crystals, where the coupling grows at long wavelength, the static sum diverges. When these terms matter, the phonon energy must be kept in the denominators.
- **Harmonic motion.** If anharmonic forces move the mean position of an internal coordinate at fixed volume, $\langle q\rangle$ is no longer zero and the linear coupling contributes to the temperature dependence.

The decision therefore rests on comparing the vibrational shift, about $|c|(n+\tfrac12)$, with the accuracy wanted. Here the shift at 300 K is 33 meV at $V_0$ and 34 meV at the expanded volume, so changing the lattice constant alone is inadequate if the gap is needed to within 10 meV. Comparing $|c|$ with $|D|\gamma m\hbar\omega_0/(B_0V_0)$, here 50 and 24 meV, answers a different question: which mechanism contributes more to the change from 0 K. This comparison holds only for a single frequency; with a real spectrum the two sums over modes, each weighted by $n_j$, must be compared at the temperature of interest. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
static gap E0 = 1.000 eV; phonon energy = 50.0 meV
level distance = 2.00 eV; mixing s = 0.40 eV
direct term d = 30.0 meV; repulsion = -80.0 meV
c from formula = -50.000 meV; from eigenvalues = -50.000 meV
linear coupling a = 100.0 meV
modes per cell = 6; V0 = 40.0 A^3; B0 = 100.0 GPa; gamma = 1.0
B0*V0 = 24.966 eV
kT at 300 K = 25.852 meV; n = 0.1690; <q^2> = 0.6690
c(n+1/2) at 300 K = -33.449 meV
frozen 400-mode lattice, 300 K: edge shift = -32.591 meV
pair work minus E0, M = 10: -48.984 meV
pair work minus E0, M = 100: -34.736 meV
pair work minus E0, M = 1000: -33.576 meV
pair work minus E0, M = 10000: -33.462 meV
linear-term part, M = 100: -1.0204 meV at 100 K, -1.0204 meV at 600 K
zero-point shift c/2 = -25.00 meV
high-temperature slope c*k/hw = -0.0862 meV/K
zero-point strain = 5.9724 x 10^-3
CASE D = -2.0 eV; leading expansion coefficient = -24.03 meV
 100 K: strain from 0 K = 0.0373 x 10^-3
  fixed volume -0.158, expansion -0.075, cross -0.001 meV
  total -0.233, leading law -0.224 meV
 300 K: strain from 0 K = 2.0389 x 10^-3
  fixed volume -8.615, expansion -4.078, cross -0.109 meV
  total -12.802, leading law -12.510 meV
 600 K: strain from 0 K = 7.3823 x 10^-3
  fixed volume -31.144, expansion -14.765, cross -0.779 meV
  total -46.688, leading law -45.414 meV
 expansion/fixed ratio: 0.472 (100 K), 0.474 (600 K)
 D needed if expansion did it all, 300 K: -6.28 eV
 300 K: alpha = 15.323 x 10^-6 /K; B = 99.54 GPa
 300 K: dEg/dP = 20.629 meV/GPa
 slopes: constant P -0.09647, constant V -0.06501, expansion -0.03146 meV/K
CASE D = +2.0 eV; leading expansion coefficient = 24.03 meV
 100 K: strain from 0 K = 0.0373 x 10^-3
  fixed volume -0.158, expansion 0.075, cross -0.001 meV
  total -0.084, leading law -0.079 meV
 300 K: strain from 0 K = 2.0389 x 10^-3
  fixed volume -8.615, expansion 4.078, cross -0.109 meV
  total -4.646, leading law -4.388 meV
 600 K: strain from 0 K = 7.3823 x 10^-3
  fixed volume -31.144, expansion 14.765, cross -0.779 meV
  total -17.159, leading law -15.929 meV
 expansion/fixed ratio: -0.472 (100 K), -0.474 (600 K)
 D needed if expansion did it all, 300 K: -2.28 eV
 300 K: alpha = 15.323 x 10^-6 /K; B = 99.54 GPa
 300 K: dEg/dP = -19.556 meV/GPa
 slopes: constant P -0.03518, constant V -0.06501, expansion 0.02983 meV/K
```
